\section*{Core–valence exchange error in GW for the 3d level of zinc, part 2}

Why does freezing $3s\,3p$, harmless in LDA, spoil the $3d$ level of zinc in $G_0W_0$, in which direction, and by how much? The neutral atom, $1s^22s^22p^63s^23p^63d^{10}4s^2$, is treated without relativity in Hartree atomic units, with all-electron LDA orbitals $\phi_{nlm}=r^{-1}P_{nl}Y_{lm}$ and eigenvalues $\varepsilon$. The valence $V$ is $3d\,4s$ in partition A, $3s\,3p\,3d\,4s$ in B and everything in AE, with densities $n_A$, $n_B$, $n$. Frozen core states are only left out of the sums that build $\Sigma=\Sigma_x+\Sigma_c$. With $(ab|cd)=\iint\phi_a^*(\mathbf r)\phi_b(\mathbf r)\phi_c^*(\mathbf r')\phi_d(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$,
\begin{equation}
\langle p|\Sigma_x|p\rangle=-\sum_{i\,\in\,{\rm occ}}(pi|ip).
\label{eq:fock}
\end{equation}
The linearised level is $E_p=\varepsilon_p+Z_pB_p$, with bracket $B_p=\langle\Sigma_x+\Sigma_c(\varepsilon_p)-v_{xc}\rangle_p$ and $Z_p=1/(1-\Sigma_c'(\varepsilon_p))$. Valence-only $GW$ uses $\Sigma^V$ and subtracts $v_{xc}[n_V]$, leaving $\Delta v_V=v_{xc}[n]-v_{xc}[n_V]$ in place of the core self-energy:
\begin{equation}
B^{AE}-B^{V}=\delta_V+\Delta\Sigma_c,\qquad
\delta_V=\langle\Sigma_x^{\rm core}\rangle-\langle\Delta v_V\rangle,\qquad
\Delta\Sigma_c=\langle\Sigma_c^{AE}-\Sigma_c^{V}\rangle .
\label{eq:delta}
\end{equation}
\begin{equation}
E^V-E^{AE}=-Z^V(\delta_V+\Delta\Sigma_c)+(Z^V-Z^{AE})B^{AE}.
\label{eq:err}
\end{equation}
Exchange with a closed shell is $\langle\Sigma_x^{n'l'}\rangle=-\sum_kc_kG^k$, where $G^k(nl,n'l')=\iint P_{nl}(r)P_{n'l'}(r)\frac{r_<^k}{r_>^{k+1}}P_{nl}(r')P_{n'l'}(r')\,dr\,dr'$ ($F^k$ for coinciding shells) and, with Legendre polynomials $\mathcal P_l$,
\begin{equation}
c_k=\frac{2l'+1}{2}\int_{-1}^{1}\mathcal P_l\,\mathcal P_k\,\mathcal P_{l'}\,d\mu
=(2l'+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2 .
\label{eq:ck}
\end{equation}
For $4s$ this is $-G^{l'}$; for $3d$,
\begin{align}
\langle\Sigma_x^{3s}\rangle_{3d}&=-\tfrac15G^2(3d,3s),\label{eq:ds}\\
\langle\Sigma_x^{3p}\rangle_{3d}&=-\tfrac25G^1(3d,3p)-\tfrac9{35}G^3(3d,3p),\label{eq:dp}\\
\langle\Sigma_x^{3d}\rangle_{3d}&=-F^0-\tfrac27(F^2+F^4).\label{eq:dd}
\end{align}
The LDA exchange $v_x[n]=-(3/\pi)^{1/3}g(n)$, $g(n)=n^{1/3}$, is not additive in added densities $b$, $c$:
\begin{equation}
g(a+b+c)-g(a)\le[g(a+b)-g(a)]+[g(a+c)-g(a)] .
\label{eq:sub}
\end{equation}
In a uniform gas with core $k<xk_F$, $x^3=n_c/n$, core Fock exchange at $k_F$ is $-(k_F/\pi)L$ and the LDA increment $-(k_F/\pi)D$, with $L(x)=\int_0^xu^2\,du\int_{-1}^1\frac{d\mu}{1+u^2-2u\mu}=x-\tfrac12(1-x^2)\ln\frac{1+x}{1-x}$ and $D(x)=1-(1-x^3)^{1/3}$. Comparing the tails $\tau_n^L$, $\tau_n^D$ (sums of power-series coefficients beyond $x^n$) proves $L>D$ for $0<x<1$; $L/D\to2$ for a small core. This suggests for zinc the model estimate
\begin{equation}
\delta_x^{\rm gas}=\int P_{3d}^2(r)\,v_x[n_B](r)\,\big[L(x(r))-D(x(r))\big]dr,\qquad x^3=\frac{n_{3s3p}}{n_B},
\label{eq:local}
\end{equation}

\subsection{How much screening gives back}

The term $\Delta\Sigma_c$ in (\ref{eq:delta}) needs the correlation self-energy. With real orbitals, active occupied $i$, empty $a$, $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ and $\rho_{ia}=\phi_i\phi_a$, each transition contributes $\frac1{i\nu-\Delta}-\frac1{i\nu+\Delta}=-\frac{2\Delta}{\Delta^2+\nu^2}$ per spin to the independent-particle response, so for two spins
\begin{equation}
\chi_0(\mathbf r,\mathbf r';i\nu)=\sum_{ia}\rho_{ia}(\mathbf r)\,X^0_{ia}\,\rho_{ia}(\mathbf r'),\qquad X^0_{ia}=-\frac{4\Delta_{ia}}{\Delta_{ia}^2+\nu^2}.
\end{equation}
The random-phase equation $\chi=\chi_0+\chi_0v\chi$ is solved by the same form with a full matrix $X$ obeying $X=X^0+X^0KX$, $K_{ia,jb}=(ia|jb)$. Multiplying by $(X^0)^{-1}$ gives $X^{-1}=(X^0)^{-1}-K$, and factoring out $\frac12\Delta^{-1/2}$ on each side of the bracket,
\begin{equation}
X=-\Big[\frac{\Delta^2+\nu^2}{4\Delta}+K\Big]^{-1}=-4\Delta^{1/2}\,[\nu^2+M]^{-1}\Delta^{1/2},\qquad M=\Delta^{1/2}(\Delta+4K)\Delta^{1/2}.
\label{eq:X}
\end{equation}
With eigenvalues $\Omega_s^2$ and orthonormal eigenvectors $T^s$ of $M$, the correlation part $W^c=v\chi v$ of the screened interaction, taken between two copies of the pair density $\phi_p\phi_m$, is
\begin{equation}
W^c_{pm}(i\nu)=-\sum_s\frac{2\Omega_s|V^s_{pm}|^2}{\Omega_s^2+\nu^2},\qquad V^s_{pm}=\sqrt{\frac{2}{\Omega_s}}\sum_{ia}(pm|ia)\Delta_{ia}^{1/2}T^s_{ia};
\end{equation}
the factor $2\Omega_s\cdot2/\Omega_s$ restores the $4$. For $\omega$ in the gap between occupied and empty levels the $GW$ convolution runs along the imaginary axis, $\Sigma_c(\omega)=-\frac1{2\pi}\int_{-\infty}^\infty d\nu\sum_mW^c_{pm}(i\nu)/(a_m+i\nu)$ with $a_m=\omega-\varepsilon_m$. Since $W^c$ is even in $\nu$,
\begin{equation}
\Sigma_c(\omega)=-\frac1\pi\sum_m\int_0^\infty d\nu\,W^c_{pm}(i\nu)\frac{a_m}{a_m^2+\nu^2}.
\label{eq:axis}
\end{equation}
The partial fraction $\frac1{(\Omega^2+\nu^2)(a^2+\nu^2)}=\frac1{\Omega^2-a^2}\big[\frac1{a^2+\nu^2}-\frac1{\Omega^2+\nu^2}\big]$ integrates to $\frac{\pi}{2}\frac{1/|a|-1/\Omega}{\Omega^2-a^2}=\frac{\pi}{2|a|\Omega(\Omega+|a|)}$. Multiplied by $2\Omega a|V|^2/\pi$, each pole gives $|V|^2\,{\rm sgn}(a)/(\Omega+|a|)$. Occupied states have $a>0$ and empty ones $a<0$:
\begin{equation}
\Sigma_c(\omega)=\sum_s\Big[\sum_i\frac{|V^s_{pi}|^2}{\omega-\varepsilon_i+\Omega_s}+\sum_a\frac{|V^s_{pa}|^2}{\omega-\varepsilon_a-\Omega_s}\Big].
\label{eq:poles}
\end{equation}
This rational function is the continuation to all real $\omega$ away from its poles. Its derivative is minus a sum of squares, so $0<Z<1$.

Freezing a core removes its terms from the sum over $i$ and its transitions from $M$. The first effect is a positive quantity that partly undoes the core exchange. With $a=\varepsilon_{3d}-\varepsilon_c>0$, each denominator exceeds $\Omega_s$, so
\begin{equation}
0<\sum_s\frac{|V^s_{dc}|^2}{a+\Omega_s}<\sum_s\frac{|V^s_{dc}|^2}{\Omega_s}=\tfrac12|W^c_{dc}(0)| .
\end{equation}
Further, $W=v+v\chi_0W$ has the solution $W=v^{1/2}(1+\mathcal A)^{-1}v^{1/2}$ with $\mathcal A=-v^{1/2}\chi_0v^{1/2}\ge0$, because every $X^0_{ia}$ is negative. The static $W$ is therefore a positive operator, $(dc|cd)+W^c_{dc}(0)>0$, and after summing over the core
\begin{equation}
0<\Sigma_c^{\rm core\ term}<\tfrac12\sum_c|W^c_{dc}(0)|<\tfrac12|\langle\Sigma_x^{\rm core}\rangle| .
\label{eq:bound}
\end{equation}
At least half of the bare core exchange survives this term; the second effect, the removal of core transitions from $M$, is not covered by the bound and is computed below. Since the LDA increment is itself about half of it, the outer bound alone does not exclude a cancellation; the core term $\Sigma_c^{\rm core\ term}$ itself has to be computed. It is the sum of the $|V^s_{dc}|^2/\Omega_s$, each weighted by $\Omega_s/(a+\Omega_s)$. It can be small for two reasons: the excitations may be soft compared with $a$, so that $\Omega_s/(a+\Omega_s)$ is small, or they may couple weakly to the compact multipole, so that $|W^c_{dc}(0)|$ is small against $(dc|cd)$. The numbers below show which reason matters more in zinc.

\subsection{The numbers for zinc}

The orbitals are expanded in the def2-QZVP basis of 84 functions. All energies are in Hartree, and last digits may differ by one from the printed values through rounding.

The Slater integrals are $G^2(3d,3s)=0.4921$, $G^1(3d,3p)=0.6540$ and $G^3(3d,3p)=0.3956$. From (\ref{eq:ds}) and (\ref{eq:dp}),
\begin{align}
\langle\Sigma_x^{3s}\rangle_{3d}&=-0.4921/5=-0.0984,\\
\langle\Sigma_x^{3p}\rangle_{3d}&=-0.4\times0.6540-\tfrac9{35}\times0.3956=-0.2616-0.1017=-0.3633,
\end{align}
together $-0.4618$. For scale, (\ref{eq:dd}) with $F^0=1.0455$, $F^2=0.4723$, $F^4=0.2919$ gives $-1.2639$ within the $3d$ shell, so the inert $3s\,3p$ shells supply more than a third as much exchange as the $3d$ shell itself.

The exchange-only LDA increments on $3d$, starting from $n_A$, are $-0.0702$ for $3s$ alone, $-0.1811$ for $3p$ alone and $-0.2308$ for both. The single increments sum to $-0.2513$, in accord with (\ref{eq:sub}). Added second, $3s$ counts $-0.2308+0.1811=-0.0497$ and $3p$ counts $-0.2308+0.0702=-0.1606$. In either order each is smaller in magnitude than its Fock value. The joint ratio is $2.000$ and the difference $-0.2309$. That the ratio equals the small-core limit of the gas to four figures is a coincidence of this basis; that it is near two is what the gas predicts. The local estimate (\ref{eq:local}) gives $-0.2085$, about nine tenths of the true difference.

With correlation, $\langle v_{xc}\rangle_{3d}$ is $-1.1151$, $-1.3506$ and $-1.4719$ for $n_A$, $n_B$ and $n$. Then
\begin{align}
\delta_A-\delta_B&=-0.4618-(-0.2356)=-0.2262,\\
\delta_B&=-0.1603-(-0.1213)=-0.0391,\\
\delta_A&=-0.2262-0.0391=-0.2653 .
\end{align}
LDA correlation adds less than $0.005$ to the increment. For the K and L shells the Fock value exceeds the increment by a factor of only $0.1603/0.1213=1.32$. The gas also gives a lower ratio where the core density dominates, but this explains the direction of the change and not its size. Both quantities are small because $P_{3d}\propto r^3$ has little weight near the nucleus. The remainder $\delta_B$ is small against $\delta_A$ but is not zero.

For $4s$ the integrals are $G^0(4s,3s)=0.0152$ and $G^1(4s,3p)=0.0208$, so $\langle\Sigma_x^{3s3p}\rangle_{4s}=-0.0360$ against $-0.0190$ from $v_x$ and $-0.0196$ from $v_{xc}$. The ratio to the exchange increment is $1.894$. The LDA replacement is thus relatively as poor for $4s$ as for $3d$; $4s$ is spared only because its overlap with $3s\,3p$ makes both quantities twelve to thirteen times smaller. The mismatch is $-0.0165$, with $\delta_B=-0.0041$ and $\delta_A=-0.0206$.

In the all-electron $\Sigma_c(\varepsilon_{3d})$ the $3s\,3p$ term is $+0.0418$ and the summed static $W^c$ is $-0.1306$, so (\ref{eq:bound}) reads $0.0418<0.0653<0.2309$. The mean weight $\Omega_s/(a+\Omega_s)$ is $0.0418/0.0653=0.64$, so the excitations that matter are not soft; the term is small mainly because the coupling is weak, $0.1306/0.4618=0.28$. In this basis screening returns nine per cent of the bare exchange, a figure not converged with the basis, leaving $-0.4200$ against the increment $-0.2356$. The totals are $\Sigma_c(3d)=0.1915$, $0.1902$, $0.1616$ with $Z=0.793$, $0.793$, $0.792$ for AE, B, A. For A, $\Delta\Sigma_c=0.0299$. This is less than $0.0418$; the other changes, the core transitions in $W$ and the K and L terms, amount to $-0.0119$ in this basis. These totals are far from the basis limit. In a radial spline basis with angular momenta up to $9$ the core term moves only to $0.044$, but the totals become $0.147$, $0.151$, $0.138$, the other changes grow to $-0.036$, $\Delta\Sigma_c$ for A falls to $0.008$, and $\Delta\Sigma_c$ for B changes sign.

The exchange sums on $3d$ are $-1.2639-0.0091=-1.2730$ for A, $-1.7348$ for B and $-1.8951$ for AE. The brackets and levels, with $\varepsilon_{3d}=-0.3989$, are
\begin{align}
\text{AE:}\quad&-1.8951+0.1915+1.4719=-0.2317,&E_{3d}&=-0.5826,\\
\text{B:}\quad&-1.7348+0.1902+1.3506=-0.1940,&E_{3d}&=-0.5527,\\
\text{A:}\quad&-1.2730+0.1616+1.1151=+0.0037,&E_{3d}&=-0.3960,\\
\text{A, full }v_{xc}\text{:}\quad&-1.2730+0.1616+1.4719=+0.3605,&E_{3d}&=-0.1135,\\
\text{A + core Fock:}\quad&-1.8951+0.1616+1.4719=-0.2616,&E_{3d}&=-0.6060.
\end{align}
The last scheme keeps the core frozen in $\Sigma_c$, adds $\Sigma_x^{\rm core}$ and subtracts $v_{xc}[n]$. Equation (\ref{eq:err}) for A gives $-0.792\,(-0.2653+0.0299)=0.1864$ plus about $0.0002$ from the change of $Z$, matching $-0.3960+0.5826=0.1866$. In scheme A the bracket almost vanishes and the $GW$ level stays at the LDA eigenvalue: the partition error cancels the all-electron downward correction of $0.18$~Ha. That the cancellation is nearly complete is an accident of this example and of this basis: near the basis limit the bracket of A is about $-0.019$, the level of A moves down by $0.015$ and the all-electron level by $0.22$~Ha. A small $GW$ shift of a $d$ level in such a calculation is therefore no sign that LDA was right.

The $4s$ level, from $\varepsilon_{4s}=-0.2227$, is $-0.3304$, $-0.3268$, $-0.3148$, $-0.2859$ and $-0.3329$ in the same order. A shift common to all levels is invisible in a band structure, so the splitting $E_{3d}-E_{4s}$ is the relevant quantity. It is $-0.2523$ in AE, and the errors are $+0.0264$ (B), $+0.1711$ (A), $+0.4247$ (A with full $v_{xc}$) and $-0.0208$ (A with core Fock). Scheme A shrinks the splitting to $-0.0812$, about a third of its value, an error of $0.1711\times27.2114=4.7$~eV, of which $0.1711-0.0264=0.1447$~Ha disappears when $3s\,3p$ enter the valence. Subtracting the full potential puts $3d$ above $4s$, with splitting $+0.1724$. In the smaller def2-TZVP basis the $3s\,3p$ exchange is $-0.4622$, the mismatch $-0.2265$, and the four errors are $0.0262$, $0.1729$, $0.4293$ and $-0.0212$. The two Gaussian bases agree with each other better than with the basis limit: near it the exchange is $-0.4595$, the mismatch $-0.2243$, the exchange ratio $1.994$, $E_{3d}$ in AE about $-0.617$, the AE splitting about $-0.275$, and the four errors about $0.031$, $0.186$, $0.440$ and $-0.005$.

\subsection{What must be repaired, and where the result holds}

The last scheme shows that freezing $3s\,3p$ is the minor fault. With the Fock exchange of the whole core restored and the full $v_{xc}[n]$ subtracted, $\delta$ vanishes and, up to the small change of $Z$, the error is $-Z\Delta\Sigma_c$, which is no larger in magnitude than the error of scheme B. It is the difference of two omitted terms, the positive core term that screens the exchange and the negative effect of the core transitions in $W$; near the basis limit they almost cancel, so the error is small and its sign is not secure. The major fault is the replacement of $\Sigma_x^{\rm core}$ by $\Delta v$.

The repair needs the true pair density $\phi_d\phi_c$. In the projector augmented-wave method the all-electron orbital inside the augmentation sphere is $\phi_p=\sum_i\varphi_i\langle\tilde p_i|\tilde\phi_p\rangle$, with all-electron partial waves $\varphi_i$, projectors $\tilde p_i$ and the smooth orbital $\tilde\phi_p$, provided the partial waves are complete there. If the core orbitals vanish outside the sphere, so do the pair densities, and inserting the expansion on both sides of (\ref{eq:fock}) gives
\begin{equation}
\langle\Sigma_x^{\rm core}\rangle_p=-\sum_{ij}\langle\tilde\phi_p|\tilde p_i\rangle\Big[\sum_c(\varphi_i\,c\,|\,c\,\varphi_j)\Big]\langle\tilde p_j|\tilde\phi_p\rangle .
\end{equation}
The bracket is an atomic matrix, computed once with the coefficients (\ref{eq:ck}) and radial integrals over $\varphi_i\phi_c$ and $\varphi_j\phi_c$. The $v_{xc}$ subtracted with it must be that of the full density. Using the smooth $\tilde\phi_p$ in the pair density instead is wrong, most of all for ultrasoft $3d$ functions, which give up norm largely in the range of $r$ where $3s$ and $3p$ live; augmentation charges built for valence--valence pairs do not describe core--valence pairs. The formula also fails to the extent that the $3s\,3p$ tails leave the sphere.

The exchange integrals and LDA increments change with the basis only at the level of a few thousandths of a Hartree, and they carry the argument. The correlation part is less secure. Neither basis is designed for core--valence correlation, so their agreement does not prove that $\Delta\Sigma_c$ is converged, and the small errors of B and of the core-Fock scheme are indicative only. The linearisation over a shift of about $0.2$~Ha is crude: near the basis limit, solving the quasiparticle equation in full, with a small broadening of the poles, raises the all-electron $3d$ level by about $0.03$~Ha and lowers the error of A from $0.186$ to about $0.16$~Ha, without changing the order of the errors. It affects the levels and their splittings, but not the brackets, which are evaluated at $\varepsilon_p$. A real pseudopotential adds errors excluded here: smoothed orbitals change $F^k$ within the valence, and a partial core density changes $\Delta v$. In a solid, screening is stronger and alters $\Sigma_c$ and $Z$, while $\delta$ depends on the orbitals and density near the nucleus and changes only as far as these do. A small weight of the orbital wherever $n_c$ is not negligible against $n_V$ keeps $\delta$ small. The converse does not hold, and the sign found for the gas is not general: with only $4s$ in the valence, most of the $4s$ weight lies where $n_c>0.1\,n_V$, yet its $\delta$ is only $+0.025$. An energy gap does not ensure small weight, and the same reasoning applies to any $d$ or $f$ shell whose partners of equal principal quantum number are left in the core.

\subsection{What the numerical check tests}

The numerical check below evaluates the Slater formula on a radial grid and compares it, for every $m$, with exchange matrices built from analytic two-electron integrals. It compares the $3j$ coefficients with Legendre quadrature, a directly coded LDA potential on the radial grid with a library functional on a three-dimensional grid, and $L(x)$ with the double integral over momentum. The series of $L$ and $D$ are compared with the closed forms at $x=\frac12$, the tail inequality $\tau_n^L\le\tau_n^D$ is tested in exact fractions for the first 90 coefficients, and $L>D$ on a grid. The pole sum (\ref{eq:poles}) is compared in the smaller basis with the integral (\ref{eq:axis}) using the first form of (\ref{eq:X}), with no diagonalisation, and $\Sigma_c'$ with finite differences. The subadditivity of the increments is asserted in the larger basis, and the bound (\ref{eq:bound}) and the ordering of the errors in both.

\section*{Calculated quantities}
\begin{verbatim}
gas x^3=8/18: x=0.7631 L=0.3440 D=0.1779 (kF/pi) L/D=1.933
Zn Z=30, def2-QZVP, 84 functions; 1 Ha = 27.2114 eV
3s: eps_LDA = -4.5735 Ha, <r> = 0.6927 bohr
3p: eps_LDA = -3.0222 Ha, <r> = 0.7197 bohr
3d: eps_LDA = -0.3989 Ha, <r> = 0.9050 bohr
4s: eps_LDA = -0.2227 Ha, <r> = 2.6774 bohr
2s, 2p: <r> = 0.2302, 0.1997 bohr
G2(3d,3s) = 0.4921 Ha
G1, G3(3d,3p) = 0.6540, 0.3956 Ha
F0,F2,F4(3d,3d) = 1.0455, 0.4723, 0.2919 Ha
G0(4s,3s), G1(4s,3p) = 0.0152, 0.0208 Ha
Sx from 1s: on 3d -0.0005, on 4s -0.0039 Ha
Sx from 2s: on 3d -0.0412, on 4s -0.0058 Ha
Sx from 2p: on 3d -0.1186, on 4s -0.0075 Ha
Sx from 3s: on 3d -0.0984, on 4s -0.0152 Ha
Sx from 3p: on 3d -0.3633, on 4s -0.0208 Ha
Sx from 3d: on 3d -1.2639, on 4s -0.0455 Ha
Sx from 4s: on 3d -0.0091, on 4s -0.3388 Ha
3d: dv_x 3s alone -0.0702, 3p alone -0.1811, both -0.2308 Ha
3d: Sx(3s3p) -0.4618 Ha, ratio to dv_x 2.000, Sx-dv_x -0.2309 Ha
3d: vxc[nA],[nB],[n] = -1.1151, -1.3506, -1.4719 Ha
3d: dv_xc(3s3p) -0.2356, dv_xc(KL) -0.1213, Sx(KL) -0.1603 Ha
3d: mismatch 3s3p -0.2262, delta_B -0.0391, delta_A -0.2653 Ha
4s: dv_x 3s alone -0.0057, 3p alone -0.0151, both -0.0190 Ha
4s: Sx(3s3p) -0.0360 Ha, ratio to dv_x 1.894, Sx-dv_x -0.0170 Ha
4s: vxc[nA],[nB],[n] = -0.3318, -0.3513, -0.3645 Ha
4s: dv_xc(3s3p) -0.0196, dv_xc(KL) -0.0131, Sx(KL) -0.0172 Ha
4s: mismatch 3s3p -0.0165, delta_B -0.0041, delta_A -0.0206 Ha
3d: local-gas estimate of Sx-dv_x (3s3p) = -0.2085 Ha
3d: 3s3p term of Sc 0.0418 Ha, W^c(0) sum -0.1306 Ha
AE: Sc(3d) 0.1915 Ha Z 0.793; Sc(4s) -0.0489 Ha Z 0.883
B: Sc(3d) 0.1902 Ha Z 0.793; Sc(4s) -0.0490 Ha Z 0.882
A: Sc(3d) 0.1616 Ha Z 0.792; Sc(4s) -0.0518 Ha Z 0.883
AE: E3d -0.5826, E4s -0.3304, d-s -0.2523, error d-s 0.0000 Ha
B: E3d -0.5527, E4s -0.3268, d-s -0.2259, error d-s 0.0264 Ha
A: E3d -0.3960, E4s -0.3148, d-s -0.0812, error d-s 0.1711 Ha
A,full vxc: E3d -0.1135, E4s -0.2859, d-s 0.1724, error d-s 0.4247 Ha
A+coreFock: E3d -0.6060, E4s -0.3329, d-s -0.2731, error d-s -0.0208 Ha
TZVP: Sx(3d;3s3p) -0.4622, mismatch -0.2265 Ha
TZVP error d-s: B 0.0262, A 0.1729, A,full vxc 0.4293, A+coreFock -0.0212 Ha
\end{verbatim}
